# Projecting a BCS state onto fixed particle number: four-level test

**Question**

I am studying pairing in a small system: four levels at $-\tfrac32d,-\tfrac12d,\tfrac12d,\tfrac32d$, each holding one electron of either spin, with four electrons in total. The Hamiltonian is

$$H=\sum_k\varepsilon_k(n_{k\uparrow}+n_{-k\downarrow})-G\sum_{k,l}P_k^\dagger P_l,\qquad P_k^\dagger=c_{k\uparrow}^\dagger c_{-k\downarrow}^\dagger,$$

with $G=0.8d$, and the terms $k=l$ are kept. The BCS state $\prod_k(u_k+v_kP_k^\dagger)|0\rangle$ with mean particle number four gives me an energy of about $-5.80d$. Diagonalizing $H$ gives $-6.57d$.

The BCS state mixes different particle numbers, so I want to keep its four-electron part. I know that this can be done by giving each pair a phase $e^{i\varphi}$ and integrating over $\varphi$, but when I multiply out the product I get a list of configurations and see no structure in it. Is there a compact form for the projected state? And since the wrong particle number is the obvious defect of the BCS state, should the projected energy agree with the diagonalization? If not, what is still missing?

**Answer**

There is a compact form: every pair is created by the same operator. The energy improves a good deal, but it does not become exact, for two separate reasons. One is the choice of $u_k,v_k$; the other is the form of the state itself.

**The phase integral**

Take $u_k,v_k$ real with $u_k^2+v_k^2=1$, let $L$ be the number of levels, and let $N=2M$. A configuration with $m$ pairs acquires the factor $e^{im\varphi}$ when each $v_k$ is replaced by $e^{i\varphi}v_k$. Since

$$\int_0^{2\pi}\frac{d\varphi}{2\pi}\,e^{i(m-M)\varphi}=\delta_{mM},$$

the part of the BCS state with $M$ pairs is

$$|N\rangle=\int_0^{2\pi}\frac{d\varphi}{2\pi}\,e^{-iM\varphi}\prod_k\left(u_k+e^{i\varphi}v_kP_k^\dagger\right)|0\rangle .$$

Do not multiply out the product yet. Suppose that no $u_k$ vanishes and define $g_k=v_k/u_k$. Because $(c^\dagger)^2=0$, also $(P_k^\dagger)^2=0$, so the exponential series of $P_k^\dagger$ stops after its linear term:

$$u_k+e^{i\varphi}v_kP_k^\dagger=u_k\left(1+e^{i\varphi}g_kP_k^\dagger\right)=u_k\exp\left(e^{i\varphi}g_kP_k^\dagger\right).$$

Each $P_k^\dagger$ contains two fermion operators, so the $P_k^\dagger$ of different levels commute. The exponents therefore add:

$$\prod_k\left(u_k+e^{i\varphi}v_kP_k^\dagger\right)|0\rangle=\Big(\prod_ku_k\Big)\sum_{m}\frac{e^{im\varphi}}{m!}(\Gamma^\dagger)^m|0\rangle,\qquad \Gamma^\dagger=\sum_kg_kP_k^\dagger .$$

The integral selects $m=M$:

$$\boxed{|N\rangle=\Big(\prod_ku_k\Big)\frac{(\Gamma^\dagger)^{N/2}}{(N/2)!}|0\rangle,\qquad g_k=\frac{v_k}{u_k}}$$

The amplitude is $v_k/u_k$, not $v_k$, because occupying level $k$ replaces a factor $u_k$ by $v_k$.

If some $u_k=0$, that level is certainly occupied and $g_k$ does not exist. The phase integral remains valid. Each such level contributes a fixed factor $e^{i\varphi}v_kP_k^\dagger$, and the power of the pair operator built from the other levels is reduced by the number of these fixed pairs.

On a computer the integral can be replaced by an average over $n$ equally spaced phases. That average keeps every $m$ for which $m-M$ is a multiple of $n$. As $m$ runs from $0$ to $L$, no unwanted term survives if $n>\max(M,L-M)$. For two pairs in four levels, three phases are enough.

**Norm and energy of the projected state**

Now expand the power. Terms in which a level appears twice vanish, and each set $S$ of $M$ different levels appears in $M!$ orders. This cancels the factorial:

$$\frac{(\Gamma^\dagger)^M}{M!}|0\rangle=\sum_{|S|=M}\ \prod_{k\in S}g_kP_k^\dagger|0\rangle .$$

These configurations are orthonormal. With $x_k=g_k^2$, and $e_m(x)$ denoting the sum of all products of $m$ different $x_k$, the squared norm of $|N\rangle$ is

$$p_N=\Big(\prod_ku_k^2\Big)e_M(x).$$

This is the probability of finding $N$ particles in the BCS state.

For the energy, a configuration containing level $k$ contributes $2\varepsilon_k$ from its two electrons and $-G$ from $P_k^\dagger P_k$. The total weight of such configurations is $x_k$ times the sum of products of $M-1$ of the other $x$'s. For $k\ne l$, the operator $P_k^\dagger P_l$ needs $l$ occupied and $k$ empty in the ket, and moves that pair to $k$. The remaining $M-1$ pairs are the same in bra and ket, which gives $g_kg_l$ times a sum of products of the remaining $x$'s. Hence

$$E_N=\frac{\sum_k(2\varepsilon_k-G)\,x_k\,e_{M-1}(x_{\setminus k})-G\sum_{k\ne l}g_kg_l\,e_{M-1}(x_{\setminus k,l})}{e_M(x)},$$

where the backslash marks omitted levels. Multiplying all $g_k$ by one number changes nothing, since numerator and denominator both scale with its power $2M$.

**The BCS amplitudes**

In the unprojected state different levels are independent, so $\langle P_k^\dagger P_l\rangle=u_kv_ku_lv_l$ for $k\ne l$ and $\langle P_k^\dagger P_k\rangle=v_k^2$. Thus

$$\sum_{kl}\langle P_k^\dagger P_l\rangle=\Big(\sum_ku_kv_k\Big)^2+\sum_k(v_k^2-u_k^2v_k^2),$$

and the last bracket is $v_k^4$. With $\Delta=G\sum_ku_kv_k$,

$$E_{\rm BCS}=\sum_k2\varepsilon_kv_k^2-G\sum_kv_k^4-\frac{\Delta^2}{G}.$$

Fix the mean number with a chemical potential $\mu$ and set $u_k=\cos\theta_k$, $v_k=\sin\theta_k$. The derivative of $\langle H-\mu\hat N\rangle$ with respect to $\theta_k$ must vanish:

$$2(\varepsilon_k-\mu)\sin2\theta_k-2Gv_k^2\sin2\theta_k-2\Delta\cos2\theta_k=0 .$$

The middle term comes from $4G\sin^3\theta_k\cos\theta_k=2Gv_k^2\sin2\theta_k$. Define $\xi_k=\varepsilon_k-\mu-Gv_k^2$ and $E_k=\sqrt{\xi_k^2+\Delta^2}$. At fixed $v_k^2$ the energy is lowest when all $u_kv_k$ have the same sign, which I take as positive. Then $\sin2\theta_k=\Delta/E_k$ and $\cos2\theta_k=\xi_k/E_k$, so

$$v_k^2=\frac12\left(1-\frac{\xi_k}{E_k}\right),\qquad u_kv_k=\frac{\Delta}{2E_k},\qquad 1=\frac G2\sum_k\frac1{E_k}.$$

The last equation is the definition of $\Delta$ divided by $\Delta$, so it applies only to a paired solution.

Your levels are symmetric about zero. I use the solution with the same symmetry, $v_{5-k}^2=1-v_k^2$, whose mean number is four. It needs $\xi_{5-k}=-\xi_k$. Adding the definitions of these two quantities gives $0=-2\mu-G$, so $\mu=-G/2$. Inserting $v_k^2$ into $\xi_k$ then gives

$$\xi_k\left(1-\frac{G}{2E_k}\right)=\varepsilon_k .$$

For a positive level this means $\Delta^2=E_k^2\left[1-\varepsilon_k^2/(E_k-G/2)^2\right]$. The right side grows with $E_k$, so $E_k$ rises with $\Delta$ from its starting value $\varepsilon_k+G/2$. The gap equation therefore has a solution only if its right side exceeds one at $\Delta\to0$. The threshold is

$$G_c\left(\frac{2}{d+G_c}+\frac{2}{3d+G_c}\right)=1
\ \Rightarrow\ 3G_c^2+4dG_c-3d^2=0,$$

or $G_c=(\sqrt{13}-2)d/3\approx0.535d$. Your $G=0.8d$ lies above it.

Solving the equations by numerical root finding gives $\Delta=1.056d$, with quasiparticle energies $E_k=2.128d$ for the outer levels $k=1,4$ and $E_k=1.282d$ for the inner levels $k=2,3$ (from the next section on, $E_4$ denotes the projected energy $E_N$ at $N=4$). The occupations $v_k^2$ are $0.934,\ 0.783,\ 0.217,\ 0.066$ from the lowest level up. The three parts of the energy are

$$E_{\rm BCS}=(-3.171-1.230-1.394)d=-5.795d,$$

which is your number.

**The projected energy**

The pair amplitudes are

$$g=(3.764,\ 1.902,\ 0.526,\ 0.266).$$

By the symmetry $g_{5-k}=1/g_k$. There are six ways to place two pairs, with amplitudes $A_{kl}=g_kg_l$:

$$A_{12}=7.159,\quad A_{13}=1.979,\quad A_{14}=A_{23}=1,\quad A_{24}=0.505,\quad A_{34}=0.140 .$$

Their squares add up to $e_2=57.45$. Since $\prod_ku_k=0.1022$, the four-electron part has probability $p_4=0.1022^2\times57.45=0.600$.

The level energies $2(\varepsilon_k+\varepsilon_l)$ of the six configurations, in the same order, are $-4d,-2d,0,0,2d,4d$. Their weighted mean is $-212.27d/57.45=-3.695d$. The diagonal attraction is $-2G=-1.6d$, because every configuration has two pairs.

Pair hopping connects configurations that share one level. The three combinations that share none, $(12,34)$, $(13,24)$ and $(14,23)$, each have amplitude product $g_1g_2g_3g_4=1$. They enter the square of the sum twice and must be removed:

$$-\frac{G}{57.45}\left[\Big(\sum A\Big)^2-\sum A^2-6\right]=-\frac{0.8d\,(138.85-57.45-6)}{57.45}=-1.050d .$$

Altogether $E_4=-6.345d$. Projection has lowered the energy by $0.55d$, but it is still $0.22d$ above the diagonalization.

**Why projection helped here**

$H$ conserves particle number, so the BCS energy is the average $E_{\rm BCS}=\sum_Np_NE_N$. The mean of $N$ is four, so adding $-\mu(N-4)$ inside the average does not change it:

$$E_{\rm BCS}-E_4=\sum_Np_N\left\{[E_N-\mu(N-4)]-E_4\right\}.$$

The bracketed energies are $-5.156d$ for $N=2$ and $N=6$, each with probability $0.189$, and $-1.600d$ for $N=0$ and $N=8$, each with probability $0.010$. All lie above $E_4$. The sum is

$$2(0.1894)(1.189d)+2(0.0104)(4.745d)=0.55d,$$

which accounts for the whole gain. This sign has been read off from the numbers of this example, not proved in general. The variational principle puts $E_4$ above the exact four-electron energy, but it does not by itself put $E_4$ below $E_{\rm BCS}$.

**First remaining error: the amplitudes**

Your $u_k,v_k$ minimize an energy averaged over several particle numbers. There is no reason for them to minimize $E_4$ as well. You can instead keep the form $(\Gamma^\dagger)^2|0\rangle$ and minimize $E_4$ directly over $g_k$. This is called variation after projection (VAP); what you proposed is projection after variation (PAV). The amplitudes may be taken as nonnegative, because replacing each $g_k$ by $|g_k|$ leaves the weights alone and cannot raise the hopping energy.

A numerical quasi-Newton minimization, with the free overall scale fixed by $g_1g_4=1$, gives

$$g^{\rm VAP}=(2.293,\ 1.492,\ 0.670,\ 0.436),\qquad E_{\rm VAP}=-6.561d .$$

These amplitudes are less steep: more weight goes to pairs lifted out of the lower two levels. The weight outside configuration $12$ is $0.108$ with the BCS amplitudes and $0.294$ with the VAP amplitudes; in the exact state found below it is $0.291$. Projecting the BCS amplitudes sharpens the pair occupations from $0.934,\ 0.783,\ 0.217,\ 0.066$ to $0.978,\ 0.914,\ 0.086,\ 0.022$, and VAP brings them back to $0.909,\ 0.792,\ 0.208,\ 0.091$.

**Second remaining error: one pair operator for both pairs**

First, the exact problem needs only the six paired configurations. Both $P_k$ and $P_k^\dagger$ give zero on a singly occupied level, so $H$ never changes which levels are singly occupied and does not mix broken-pair states with the paired ones. Breaking a pair raises the level energy above the minimum $-4d$. It also leaves at most one pair, free to move in two levels, whose attraction cannot exceed $2G$ in size. Such a state therefore lies above the Fermi sea, the configuration $12$, which has energy $-4d-2G$. The exact ground state cannot lie above that.

In the six-state basis, $H$ has diagonal elements $2(\varepsilon_k+\varepsilon_l)-2G$, and $-G$ between configurations sharing one level. Numerical diagonalization gives $E_{\rm exact}=-6.566d$ and the normalized amplitudes

$$C_{12}=0.842,\quad C_{13}=0.380,\quad C_{14}=C_{23}=0.237,\quad C_{24}=0.162,\quad C_{34}=0.091 .$$

If this state were a power of one pair operator, $C_{kl}$ would be proportional to $g_kg_l$. The three products below would then be equal, since each would contain every $g_k$ once. Instead

$$C_{12}C_{34}=0.076,\qquad C_{13}C_{24}=0.061,\qquad C_{14}C_{23}=0.056 .$$

No choice of $g_k$ can repair this. The exact state contains correlations between the two pairs beyond those that follow from forbidding double occupation of a level.

The mismatch is present even at weak coupling. Starting from configuration $12$, lifting one pair costs $2d$ for $13$, $4d$ for $14$ and $23$, and $6d$ for $24$. First-order perturbation theory gives the amplitudes $G/2d$, $G/4d$, $G/4d$ and $G/6d$. Hence $C_{13}C_{24}=G^2/12d^2$, while $C_{14}C_{23}=G^2/16d^2$.

**How large the errors are**

For $G=0.8d$ the Fermi-sea energy is $-5.600d$. Measure the correlation energy from there, taking the exact gain as 100%:

| State | Energy$/d$ | Correlation energy |
|---|---:|---:|
| BCS | $-5.795$ | 20% |
| PAV | $-6.345$ | 77% |
| VAP | $-6.561$ | 99.5% |
| Exact | $-6.566$ | 100% |

The squared overlap with the exact state is $0.940$ for PAV and $0.9995$ for VAP. In this system, then, most of the error left after your projection comes from the amplitudes. The single-pair form costs only $0.004d$.

The same calculation at other couplings gives, in units of $d$:

| $G$ | BCS | PAV | VAP | Exact |
|---:|---:|---:|---:|---:|
| 0.4 | $-4.800$ | $-4.800$ | $-5.025$ | $-5.026$ |
| 0.6 | $-5.215$ | $-5.386$ | $-5.733$ | $-5.735$ |
| 1.2 | $-7.289$ | $-8.344$ | $-8.477$ | $-8.481$ |
| 2.0 | $-10.810$ | $-12.721$ | $-12.806$ | $-12.808$ |

At $G=0.4d$, below the threshold, the BCS solution is the Fermi sea. It already has four electrons, so projecting it does nothing. VAP still finds pair correlations: the threshold belongs to the mean-field treatment, and the exact ground state is correlated on both sides of it.

The opposite limit, $d/G\to0$, can be done by hand. All levels become equivalent, so $v_k^2=\tfrac12$ and $g_k=1$. Each of the six configurations is connected to four others, and the equal superposition has energy $-2G-4G=-6G$. This is the exact ground state, and it is also the projected BCS state. The unprojected state has $\Delta=2G$ and energy $-G-4G=-5G$. In that limit particle-number mixing is the entire error, as you expected. At $G=0.8d$ it is not.
